\section*{Noise and fixed-parameter errors in conductivities fitted to thermoreflectance phases}

\section{Definitions and conventions}

A pump beam, modulated at angular frequency $\omega$, heats a metal film on a substrate. A probe beam reads the surface temperature through the reflectance. The datum is the phase of the temperature relative to the heating. Time dependence is $e^{i\omega t}$, so a lagging temperature has negative phase. SI units are used, since atomic units are unnatural at these lengths and times.

The fitted parameters are the substrate conductivities $k_z$ (normal) and $k_r$ (in plane) and the interface conductance $G$. The parameters held fixed are the film thickness $h$, the heat capacities per volume $C_m$ (film) and $C_s$ (substrate), the film conductivity $k_m$ and the spot radius $w$. Their logarithms are collected in
\[
x=(\ln k_z,\ln k_r,\ln G),\qquad p=(\ln h,\ln C_m,\ln C_s,\ln k_m,\ln w),
\]
so small errors of $x$ and $p$ are fractional errors. True values carry a star. The data and the fixed values supplied to the fit are
\begin{equation}
y=f(x^*,p^*)+\varepsilon,\qquad p_0=p^*+\delta .
\end{equation}
The noise $\varepsilon$ and the errors $\delta$ have zero mean, covariances $\Sigma_y$ and $\Sigma_p$, and are independent of each other. The model $f$ is assumed correct.

\section{One unknown}

Take a wide spot, a perfect interface and a film thin enough to be isothermal. Heat then flows in one dimension. The film stores the flux $i\omega C_mh\,\theta$ and the substrate absorbs $\sqrt{i\omega k_zC_s}\,\theta$, where $\theta$ is the surface temperature. For unit heating,
\[
\theta=\frac{1}{i\omega C_mh+\sqrt{i\omega k_zC_s}} .
\]
Using $\sqrt i=(1+i)/\sqrt2$ and defining $r=C_mh\sqrt{\omega/(k_zC_s)}$, the denominator is $\sqrt{\omega k_zC_s}\,[(1+i)/\sqrt2+ir]$, so
\begin{equation}
f=-\arctan(1+\sqrt2\,r),\qquad
g\equiv\frac{df}{d\ln r}=-\frac{\sqrt2\,r}{1+(1+\sqrt2\,r)^2}.
\end{equation}
The phase runs from $-45^\circ$ for a negligible film to $-90^\circ$ when film storage dominates. At both ends $g\to0$ and the phase carries no information on $k_z$.

Fit $\ln k_z$ alone, with equal weights. Since $\ln r$ contains $\ln h+\ln C_m-\tfrac12\ln C_s-\tfrac12\ln k_z$, the residual at frequency $i$ is, to first order,
\[
\varepsilon_i-g_i\left(D-\tfrac12\Delta\right),\qquad D=\delta_h+\delta_{C_m}-\tfrac12\delta_{C_s},
\]
where $\Delta$ is the error of the fitted $\ln k_z$. At the minimum the residual is orthogonal to the sensitivity $-g_i/2$:
\[
\sum_i g_i\varepsilon_i-\left(D-\tfrac12\Delta\right)\sum_i g_i^2=0
\ \Rightarrow\
\Delta=2\delta_h+2\delta_{C_m}-\delta_{C_s}-\frac{2\sum_i g_i\varepsilon_i}{\sum_i g_i^2}.
\]
For independent errors and noise of standard deviation $\sigma_y$,
\begin{equation}
\operatorname{var}\Delta=4\sigma_h^2+4\sigma_{C_m}^2+\sigma_{C_s}^2+\frac{4\sigma_y^2}{\sum_i g_i^2}.
\end{equation}
More data reduce the last term alone. With 2\% on each fixed value, the noiseless limit is $\sqrt{16+16+4}\,\%=6\%$.

This limit can be checked without linearising. Noiseless data determine $r$, hence $k_zC_s/(C_mh)^2$. The fitted $k_z$ therefore scales as $(C_mh)^2/C_s$, which reproduces the coefficients 2, 2 and $-1$.

\section{The layered model with finite spots}

For radial wavenumber $k$, the temperature in the substrate obeys $k_z\theta''=(k_rk^2+i\omega C_s)\theta$. The decaying solution gives the ratio of temperature to downward flux
\begin{equation}
Z_s=\frac{1}{\sqrt{k_z(k_rk^2+i\omega C_s)}} .
\end{equation}
The interface adds a temperature drop of flux$/G$, so the film sees $Z_i=Z_s+1/G$. In the film, $\theta''=q^2\theta$ with $q^2=k^2+i\omega C_m/k_m$. Let $Y=k_mq$, and let $\theta_0$ and $F_0$ be temperature and flux at the top. Then
\begin{align}
\theta(h)&=\theta_0\cosh qh-(F_0/Y)\sinh qh,\\
F(h)&=F_0\cosh qh-Y\theta_0\sinh qh .
\end{align}
Inserting $\theta(h)=Z_iF(h)$, collecting $\theta_0$ and $F_0$, and dividing by $\cosh qh$ gives
\begin{equation}
Z=\frac{\theta_0}{F_0}=\frac{Z_i+t/Y}{1+YtZ_i},\qquad t=\tanh qh .
\end{equation}
For $h\to0$ this is $Z_i$; for a thick film it is $1/Y$. For $k=0$, $1/G=0$, $|q|h\ll1$ and $h/k_m\ll|Z_s|$, one has $Yt\to i\omega C_mh$ and $Z\to Z_s/(1+i\omega C_mhZ_s)$, the one-dimensional result above. At 5 MHz and $k=1/w$, with the parameters used below, a finite-volume solution of the layers agrees with the formula to a relative $3\times10^{-6}$.

A Gaussian beam of $1/e^2$ intensity radius $w_0$ and unit power has the transform $e^{-k^2w_0^2/8}$, and the probe of radius $w_1$ contributes a like factor. With $w^2=(w_0^2+w_1^2)/2$,
\begin{equation}
H(\omega)=\frac1{2\pi}\int_0^\infty Z(k,\omega)\,e^{-k^2w^2/4}\,k\,dk,\qquad f=\arg H .
\end{equation}
For a uniform isotropic half-space of conductivity $\kappa$ at zero frequency, $Z=1/(\kappa k)$ and $H=1/(2\sqrt\pi\,\kappa w)$: the familiar inverse dependence on conductivity and spot size.

\section{Several unknowns}

Let $J_x=\partial f/\partial x$ and $J_p=\partial f/\partial p$ at the true values. The fit minimises $(y-f)^TW(y-f)$ over $x$ at $p=p_0$, with a fixed, symmetric, positive definite $W$. At the minimum,
\[
J_x(\hat x,p_0)^TW\,[y-f(\hat x,p_0)]=0 .
\]
With $\Delta x=\hat x-x^*$, the bracket is $\varepsilon-J_x\Delta x-J_p\delta$ plus second-order terms. It is itself first order, so the change of $J_x$ between $(x^*,p^*)$ and $(\hat x,p_0)$ affects the product at second order. To first order,
\[
J_x^TWJ_x\,\Delta x=J_x^TW(\varepsilon-J_p\delta).
\]
If $J_x$ has full column rank, the matrix on the left can be inverted:
\begin{equation}
\Delta x=A\varepsilon+B\delta,\qquad A=(J_x^TWJ_x)^{-1}J_x^TW,\qquad B=-AJ_p .
\end{equation}
The minus sign says that the fitted parameters compensate the error of the fixed ones. Averaging $\Delta x\,\Delta x^T$ and $\Delta x\,\delta^T$, with vanishing cross terms between $\varepsilon$ and $\delta$, gives
\begin{equation}
\boxed{\ \operatorname{cov}\hat x=A\Sigma_yA^T+B\Sigma_pB^T,\qquad \operatorname{cov}(\hat x,p_0)=B\Sigma_p\ }
\label{cov}
\end{equation}
For $\Sigma_p=0$ and $W=\Sigma_y^{-1}$ the first expression reduces to the noise covariance $(J_x^T\Sigma_y^{-1}J_x)^{-1}$. If $N$ independent repeats are averaged and analysed with the same $p_0$, $\Sigma_y$ becomes $\Sigma_y/N$ while $\delta$ is common to all. For the same $W$ the second term stays. A weight adapted to the smaller noise changes $B$ and can lower this term, but the scaling laws below keep it from vanishing.

\section{Scaling laws for $B$}

Suppose the phases do not change when $x$ and $p$ move together along directions $d_x$ and $d_p$. Then $J_xd_x+J_pd_p=0$. Multiplying by $A$ and using $AJ_x=1$ gives
\begin{equation}
B\,d_p=d_x\qquad\text{for every admissible }W .
\end{equation}
The model has three such directions.

First, $Z_s$ contains the substrate through the products $k_zk_r$ and $k_zC_s$ alone. Both survive $C_s\to sC_s$, $k_z\to k_z/s$, $k_r\to sk_r$. Hence $B_{C_s}=(-1,1,0)$.

Second, multiplying all conductivities, heat capacities and $G$ by $s$ leaves $q$ unchanged and turns $Z$ into $Z/s$. The phase is unaffected, so $B_{C_m}+B_{C_s}+B_{k_m}=(1,1,1)$.

Third, multiply $h$ and $w$ by $s$, all conductivities by $s^2$ and $G$ by $s$, and substitute $k\to k/s$ in the integral. Then $qh$ and $kw$ are unchanged and $Z\to Z/s$, so $B_h+B_w+2B_{k_m}=(2,2,1)$.

The first law also shows where the method fails. If $C_s$ were fitted together with $k_z$ and $k_r$, the direction $(-1,1,1)$ in $(\ln k_z,\ln k_r,\ln C_s)$ would leave every phase unchanged. $J_x$ would lose rank, and no amount of data would help.

\section{A worked case}

Round parameters are taken: $k_z=5$ and $k_r=20$ W/(m\,K), $G=30$ MW/(m$^2$\,K), $h=80$ nm, $C_m=2.5$ and $C_s=2.0$ MJ/(m$^3$\,K), $k_m=150$ W/(m\,K), $w=3$ $\mu$m. There are 25 frequencies from 20 kHz to 50 MHz, with independent phase noise of $0.1^\circ$ and equal weights. The fixed values have independent errors of 2\%, except 5\% for $k_m$.

At 20 kHz the largest sensitivity is to $k_r$, $3.3^\circ$ per unit of $\ln k_r$; at 7.1 MHz it is to $k_z$, $6.4^\circ$; at 50 MHz it is to $G$, $7.4^\circ$. The three columns of $J_x$ are thus well separated: its singular values are 0.40, 0.30 and 0.18 rad. The matrix $B$ is
\[
\begin{array}{l|rrr}
 & k_z & k_r & G\\ \hline
h & 1.906 & -0.029 & 0.917\\
C_m & 2.879 & -0.081 & 0.933\\
C_s & -1.000 & 1.000 & 0.000\\
k_m & -0.879 & 0.081 & 0.067\\
w & 1.853 & 1.867 & -0.051
\end{array}
\]
The third row is the first scaling law. For the second, the $k_z$ column gives $2.879-1.000-0.879=1.000$. For the third it gives $1.906+1.853-2(0.879)=2.001$, equal to 2 within rounding.

Multiplying the $k_z$ column by the assumed errors gives shifts of 3.81, 5.76, $-2.00$, $-4.40$ and 3.71\%. Their squares add to
\[
14.5+33.2+4.0+19.4+13.8=84.9 ,
\]
so the fixed values contribute 9.2\%. Noise contributes 0.6\%, and its square, 0.36, hardly changes the sum. The total standard deviations are 9.2\% for $k_z$, 4.3\% for $k_r$ and 2.7\% for $G$, or 0.46 and 0.87 W/(m\,K) and 0.82 MW/(m$^2$\,K). The noise covariance alone would state 0.6, 0.8 and 0.7\%. Averaging 100 repeats, still with equal weights, leaves 9.2, 4.3 and 2.6\%.

The full matrix for $(\ln k_z,\ln k_r,\ln G)$ is
\[
\operatorname{cov}\hat x=10^{-4}\begin{pmatrix}85.1&6.7&15.8\\6.7&18.8&-0.4\\15.8&-0.4&7.5\end{pmatrix}.
\]
The correlation of $k_z$ and $G$ is 0.63. It comes mainly from $h$ and $C_m$, which push both the same way: their products of shifts, $3.81\times1.83$ and $5.76\times1.87$, already add to 17.7.

Equation (\ref{cov}) was tested against complete nonlinear fits. Sixty sets of small errors in data and fixed values were constructed so that their covariance is $10^{-4}$ times the prescribed one. The covariance of the fitted and fixed parameters, rescaled by $10^4$, agreed with the formula to $10^{-6}$ of the product of the two standard deviations concerned.

\section{What the residual reveals}

Inserting $\Delta x$ in the linearised residual gives
\begin{equation}
y-f(\hat x,p_0)=(1-J_xA)(\varepsilon-J_p\delta).
\end{equation}
Since $(1-J_xA)J_x=0$, any part of $J_p\delta$ that is a combination of the columns of $J_x$ disappears from the residual and reappears as an error of $\hat x$. For $C_s$ this is the whole of it, by the first scaling law.

The other fixed values come close. A 2\% error of $h$ changes the phases by $0.15^\circ$ rms before refitting and leaves $0.003^\circ$ afterwards. The largest remainder, $0.028^\circ$, comes from $k_m$. It raises the expected sum of squared residuals, in units of the noise variance, by $25(0.028/0.1)^2\approx2$; the errors of all five fixed values together raise it by about 3.7. For Gaussian noise that sum has mean $25-3=22$ and standard deviation $\sqrt{44}\approx6.6$. At this noise, a fit at the noise level therefore does not certify the fixed values. The rise grows as the inverse noise variance, so much quieter data would reveal part of their errors; to first order, errors along the three scaling directions leave no residual at any noise.

\section{The best weight}

The total error is $A(\varepsilon-J_p\delta)$, so its covariance is $AVA^T$ with
\[
V=\Sigma_y+J_p\Sigma_pJ_p^T .
\]
Let $A_0$ be the matrix $A$ for $W=V^{-1}$. Any other choice is $A=A_0+D$ with $DJ_x=0$, because $AJ_x=A_0J_x=1$. The cross term vanishes, $DVA_0^T=DJ_x(J_x^TV^{-1}J_x)^{-1}=0$, and
\begin{equation}
AVA^T=(J_x^TV^{-1}J_x)^{-1}+DVD^T .
\end{equation}
The last term is positive semidefinite, so $W=V^{-1}$ gives the smallest covariance in the linear regime. For $\Sigma_p=0$ it is the usual inverse noise weight.

A joint fit of $x$ and $p$, with the penalty $(p-p_0)^T\Sigma_p^{-1}(p-p_0)$, gives the same result. Put $\eta=p-p_0$ and let $u$ be the residual at $\eta=0$. Minimising
\[
(u-J_p\eta)^T\Sigma_y^{-1}(u-J_p\eta)+\eta^T\Sigma_p^{-1}\eta
\]
over $\eta$ gives $\eta=M^{-1}J_p^T\Sigma_y^{-1}u$, with $M=J_p^T\Sigma_y^{-1}J_p+\Sigma_p^{-1}$. The minimum is $u^TKu$, where
\[
K=\Sigma_y^{-1}-\Sigma_y^{-1}J_pM^{-1}J_p^T\Sigma_y^{-1}.
\]
Multiplying by $V$ and replacing $J_p^T\Sigma_y^{-1}J_p$ by $M-\Sigma_p^{-1}$ cancels all terms except the unit matrix, so $K=V^{-1}$.

In the example the standard deviations fall from 9.2, 4.3 and 2.7\% to 6.8, 3.9 and 2.7\%. The gain uses phase patterns well below $0.1^\circ$, so it requires a model and a $\Sigma_y$ that are trustworthy at that level. The 2\% contribution of $C_s$ to $k_z$ and $k_r$ remains, since $B_{C_s}$ is the same for every weight.

\section{Derived quantities}

For a quantity whose logarithm has gradient $c$ with respect to $(x,p)$, the fractional variance is $c^TCc$, where $C$ is the joint covariance of $\hat x$ and $p_0$. For the anisotropy $k_r/k_z$,
\[
85.1+18.8-2(6.7)=90.5\quad\Rightarrow\quad 9.5\% ,
\]
against 10.2\% if the covariance is dropped. For the diffusivity $k_z/C_s$, the cross term is $\operatorname{cov}(\ln\hat k_z,\ln C_s)=-1\times4.0$ in units of $10^{-4}$, hence
\[
85.1+4.0+2(4.0)=97.1\quad\Rightarrow\quad 9.9\% ,
\]
against 9.4\% without it. Here the covariance increases the error: an overestimated $C_s$ lowers the fitted $k_z$, and both changes lower the ratio.

\section{Range of validity and real measurements}

Linearisation was examined with 400 random fits at the full error size. Their standard deviations were 0.94, 1.05 and 1.00 times the linear ones. The sampling error of such a ratio is about $1/\sqrt{800}=3.5\%$ for Gaussian errors, so no clear departure is seen. Larger errors, or a nearly singular $J_x$, would need the nonlinear fits themselves.

A film of some tens of nanometres, a spot of a few micrometres and modulation up to tens of megahertz are ordinary for frequency-domain thermoreflectance. Real phase noise is neither uniform in frequency nor free of common offsets. Tripling the uniform noise would raise the error of $k_z$ from 9.2 to $\sqrt{84.7+3.2}\,\%=9.4\%$. An unmodelled phase error of $0.1^\circ$ rms over the 25 frequencies has norm $5\times0.00175=0.0087$ rad. Divided by the smallest singular value, 0.176 rad, this bounds the norm of the resulting shift of $x$ by 5\%, for equal weights and to first order. Such an error belongs in $\Sigma_y$ as a correlated part, and repeats do not average it away. The covariance also contains no error of the heat-conduction model itself. At 50 MHz the heat penetrates only $\sqrt{2k_z/(\omega C_s)}\approx0.13$ $\mu$m into the substrate; where phonon mean free paths are comparable to this, Fourier's law fails and the fitted values lose their simple meaning. The numerical output lists the sensitivities to the fitted parameters at five of the frequencies, and the shifts caused by each fixed value.

\section*{Computed results}
\begin{verbatim}
Parameters (value, unit, assumed 1-sigma in %)
  kz  5 W/m/K, fitted
  kr  20 W/m/K, fitted
  G   3e+07 W/m^2/K, fitted
  h   8e-08 m, 2 %
  Cm  2.5e+06 J/m^3/K, 2 %
  Cs  2e+06 J/m^3/K, 2 %
  km  150 W/m/K, 5 %
  w   3e-06 m, 2 %
Phase noise 0.10 deg, 25 frequencies, 20 kHz to 50 MHz
f (MHz), phase (deg), d phase/d ln(kz, kr, G) (deg)
    0.0200    -7.45     0.713     3.320    -0.564
    0.1414   -15.41     1.263     4.743    -1.580
    1.0000   -26.88     3.058     3.593    -3.710
    7.0711   -42.08     6.436     0.722    -1.600
   50.0000   -68.99     3.002     0.009     7.390
Singular values of Jx (rad): 0.3959 0.3019 0.1760
B = d ln(kz, kr, G)/d ln(fixed parameter)
  h       1.906    -0.029     0.917
  Cm      2.879    -0.081     0.933
  Cs     -1.000     1.000     0.000
  km     -0.879     0.081     0.067
  w       1.853     1.867    -0.051
1-sigma error of one fixed value: shift of kz, kr, G (%); rms phase change (deg) before, after refit
  h       3.81    -0.06     1.83 ; 0.1528 0.0030
  Cm      5.76    -0.16     1.87 ; 0.2227 0.0109
  Cs     -2.00     2.00     0.00 ; 0.0744 0.0000
  km     -4.40     0.41     0.33 ; 0.1677 0.0282
  w       3.71     3.73    -0.10 ; 0.2257 0.0237
Standard deviations of kz, kr, G (%)
  noise only            0.598     0.820     0.694
  fixed values only     9.205     4.258     2.640
  total                 9.224     4.336     2.730
  100 repeats           9.205     4.259     2.641
  best weight           6.841     3.945     2.718
Total covariance of ln(kz, kr, G) (units of 1e-4)
      85.085     6.662    15.815
       6.662    18.805    -0.351
      15.815    -0.351     7.452
Correlations kz-kr, kz-G, kr-G: 0.167 0.628 -0.030
1-sigma: kz 0.461 W/m/K, kr 0.867 W/m/K, G 0.819 MW/m^2/K
kr/kz: 1-sigma 9.517 %, covariance ignored 10.193 %
kz/Cs: 1-sigma 9.853 %, covariance ignored 9.439 %
Relative errors: layers 3.0e-06, spot 6.7e-14
Refits: error in B 7.5e-08, covariance 9.5e-07, joint fit 4.6e-09
400 full-size random fits: std/linear std 0.936 1.052 0.998
  mean shift of ln(kz, kr, G) (%)     0.614    -0.050     0.107
\end{verbatim}
